# Wannier interpolation of electron–phonon vertices: dipole, quadrupole and Berry-connection terms: test program

```python
# Subtract-and-restore interpolation of the long-range electron-phonon vertex.
# Result under test (p=q+G, C=4 pi e^2/Omega, Wannier gauge psi^W = psi U):
#  gL = C sum_G e^{-ip.tau} e^{-p.eps.p/4alpha} [i p.Z (1+i p.A(k)) + p.Q.p/2]/(p.eps.p)
#  gS = g - gL is continuous at q=0 (tail R^-4); g^H = U(k+q)[interp gS + gL]U(k)^+.
# Z,Q: first/second moments of the induced charge; A = i<u^W|d_k u^W>.
# Model: separable Gaussian wells (2 bands along x, 1 along y and z), homogeneous
# dielectric eps, induced charge = three smeared charges. Exact vertex: full G sum
# with exact overlaps. k = (kx,0,0). Units eV, angstrom. Scheme flags: (dipole,Q,A).
import numpy as np
from scipy import constants as sc
from scipy.special import erfc
nrm = np.linalg.norm
e2 = sc.e/(4*np.pi*sc.epsilon_0)*1e10
h2m = sc.hbar**2/(2*sc.m_e)/sc.e*1e20
au = sc.physical_constants['Hartree energy in eV'][0]/(sc.physical_constants['Bohr radius'][0]*1e10)
a = 4.0; G0 = 2*np.pi/a; C = 4*np.pi*e2/a**3; I2 = np.eye(2)
eps = np.array([4., 5., 6.]); tau = np.array([.3, -.2, .4]); sig = 1.0; k0 = 0.9/a
ch = np.array([2., -1.5, -.5]); dd = np.array([[.9, .1, .5], [-.1, 0, 0], [.1, -.6, -.4]])
Z = ch@dd; Q = np.einsum('j,ja,jb->ab', ch, dd, dd)
wells = [[(60., .35, -.7), (54., .35, 1.1)], [(60., .4, .5)], [(60., .4, -.6)]]
Gs = G0*np.arange(-20, 21); dG = Gs[:, None]-Gs[None, :]; gl = np.arange(-3, 4)
V = [-sum(v*w*np.sqrt(2*np.pi)/a*np.exp(-dG**2*w*w/2-1j*dG*x) for v, w, x in ws) for ws in wells]
cache = {}
def solve(d, k):  # energies, all eigenvectors, projection-gauge vectors
    key = (d, round(float(k), 12))
    if key not in cache:
        E, c = np.linalg.eigh(V[d]+np.diag(h2m*(k+Gs)**2)); n = len(wells[d])
        t = np.array([np.exp(-(k+Gs)**2*.08-1j*(k+Gs)*x) for _, _, x in wells[d]]).T
        u, s, vh = np.linalg.svd(c[:, :n].conj().T@t)
        cache[key] = (E, c, c[:, :n]@u@vh)
    return cache[key]
def W(k, g):
    th = .3*np.sin(k*a); c, s = np.cos(th), np.sin(th)
    return [I2, np.array([[c, s], [-s, c]]), np.diag([1, np.exp(-1j*k*a)])][g]
def cw(d, k, g=0): return solve(d, k)[2]@W(k, g) if d == 0 else solve(d, k)[2]
def U(k, g=0): return solve(0, k)[1][:, :2].conj().T@cw(0, k, g)
def berry(d, k, g=0, h=1e-4): return 1j*cw(d, k, g).conj().T@(cw(d, k+h, g)-cw(d, k-h, g))/(2*h)
def shift(cl, cr, g):  # <l|exp(i g G0 x)|r>
    n = len(Gs)
    return cl[g:].conj().T@cr[:n-g] if g >= 0 else cl[:n+g].conj().T@cr[-g:]
def over(d, k, p, g=0):
    return np.array([[cw(d, k+x, g).conj().T@cw(d, k, g) for x in row] for row in p])
def ps(q): return [np.atleast_1d(x)[:, None]+G0*gl for x in q]
def kern(x, y, z):
    den = eps[0]*x*x+eps[1]*y*y+eps[2]*z*z
    return np.where(den > 1e-14, 1/np.maximum(den, 1e-14), 0.)
def exactT(q):  # exact potential contracted with the y and z overlaps
    px, py, pz = ps(q); f = lambda p, d, j: np.exp(-1j*p*(tau[d]+dd[j, d])-sig**2*p*p/2)
    My = over(1, 0., py)[..., 0, 0]; Mz = over(2, 0., pz)[..., 0, 0]; T = []
    for x in px:
        K = kern(x[:, None, None, None, None], py[:, :, None, None], pz); t = 0
        for j in range(3):
            s = ((K*(f(pz, 2, j)*Mz)).sum(-1)*(f(py, 1, j)*My)[:, :, None]).sum(2)
            t = t-C*ch[j]*f(x, 0, j)[:, None, None]*s
        T.append(t)
    return np.array(T)
def exact(k, q, g=0, T=None):
    T = exactT(q) if T is None else T
    return np.einsum('xgyz,xgst->xyzst', T, over(0, k, ps(q)[0], g))
def pieces(q, al):  # damped sums: dipole, quadrupole, dipole*i p_gamma
    px, py, pz = ps(q); out = []; f = lambda p, d: np.exp(-1j*p*tau[d]-eps[d]*p*p/(4*al))
    y = py[:, :, None, None]; z = pz
    for x in px:
        x = x[:, None, None, None, None]; B = C*kern(x, y, z)*(f(x, 0)*f(y, 1))*f(z, 2)
        D = B*(1j*(Z[0]*x+Z[1]*y+Z[2]*z)); p = (x, y, z)
        qq = sum(Q[i, j]*p[i]*p[j] for i in range(3) for j in range(3))/2
        out.append([(t).sum((0, 2, 4)) for t in (D, B*qq, 1j*D*x, 1j*D*y, 1j*D*z)])
    return np.moveaxis(np.array(out), 1, 0)[..., None, None]
Ay = berry(1, 0.)[0, 0].real; Az = berry(2, 0.)[0, 0].real
def Avec(k, g): return np.array([berry(0, k, g), Ay*I2, Az*I2])
def gL(P, k, g, fl):
    A = Avec(k, g)
    return (fl[0]*P[0]+fl[1]*P[1])*I2+fl[2]*(P[2]*A[0]+P[3]*A[1]+P[4]*A[2])
def omitted(n, k, g, fl):  # predicted q->0 term left in gS
    nA = np.einsum('a,ast->st', n, Avec(k, g))
    return C*((1-fl[1])*n@Q@n/2*I2-(1-fl[2])*(n@Z)*nA)/(n*n@eps)
S = {'none': (0, 0, 0), 'D': (1, 0, 0), 'D+Q': (1, 1, 0), 'D+A': (1, 0, 1), 'D+Q+A': (1, 1, 1)}
pr = lambda s, v, u='': print(s, np.array2string(np.round(np.asarray(v), 4), separator=' ').replace('\n', ''), u)
print(f'a {a} A, eps {eps}, tau {tau} A, smearing {sig} A, kx {k0:.4f} 1/A')
print('charges', ch, 'e/A at d', dd.tolist(), 'A')
print('wells x,y,z (depth eV, width A, centre A)', wells)
print(f'e^2 {e2:.4f} eV A, 4 pi e^2/Omega {C:.4f} eV/A^2, 1 Ha/bohr {au:.3f} eV/A')
pr('Z', Z, 'e'); pr('Q', Q, 'e A'); pr('x levels at kx', solve(0, k0)[0][:3], 'eV')
# Ewald pair: reciprocal damped sum + real-space erfc sum independent of alpha
def ewald(al, r=np.array([.7, 1.3, -.9]), q=np.array([.2, .1, -.3])):
    n = np.mgrid[-6:7, -6:7, -6:7].reshape(3, -1).T; p = q+G0*n; x = p*p@eps
    rho = np.sqrt((r-a*n)**2@(1/eps))
    return (4*np.pi/a**3*np.sum(np.exp(-x/4/al+1j*p@r)/x),
            np.sum(np.exp(1j*a*n@q)*erfc(np.sqrt(al)*rho)/rho)/np.sqrt(eps.prod()))
w1, w2 = ewald(1.), ewald(2.)
assert abs(sum(w1)-sum(w2)) < 1e-9 and abs(w1[0]-w2[0]) > 1e-3
pr('Ewald recip part alpha=1,2 A^-2; total', [w1[0], w2[0], sum(w1)], '1/A')
# Berry connection: k derivative against real-space Wannier position matrix
Nw, m = 11, 64; xs = (np.arange(Nw*m)-Nw*m//2)*a/m
wf = sum(np.exp(1j*np.outer(xs, k+Gs))@cw(0, k) for k in G0*np.fft.fftfreq(Nw))/Nw/np.sqrt(a)
Ar = sum(np.exp(1j*k0*R*a)*(wf.conj().T*xs)@np.roll(wf, R*m, 0)*a/m for R in range(-4, 5))
A0 = berry(0, k0); assert nrm(Ar-A0) < 1e-5 and abs(Ay-.5) < 1e-6 and abs(Az+.6) < 1e-6
pr('Ax projection gauge', A0, 'A'); pr('Ay Az', [Ay, Az], 'A')
extra = [0, 1j*.3*a*np.cos(k0*a)*np.array([[0, 1], [-1, 0]]), np.diag([0, a])]
for g in (1, 2):
    assert nrm(berry(0, k0, g)-W(k0, g).conj().T@A0@W(k0, g)-extra[g]) < 1e-5
    pr(f'Ax gauge {g}', berry(0, k0, g), 'A')
res = [[nrm(shift(solve(0, k0+q)[1][:, :2], solve(0, k0)[1][:, :2], 0)
            - U(k0+q)@(I2+1j*q*s*A0)@U(k0).conj().T) for q in (.02, .01)] for s in (0, 1)]
assert abs(res[0][0]/res[0][1]-2) < .05 and abs(res[1][0]/res[1][1]-4) < .1
print('overlap residual q=0.02,0.01 1/A: UU+ %.3e %.3e; with A %.3e %.3e' % (*res[0], *res[1]))
def exactH(k, q):  # from raw eigenvectors
    M = np.array([shift(solve(0, k+q[0])[1][:, :2], solve(0, k)[1][:, :2], g) for g in gl])
    return np.einsum('g,gst->st', exactT(q)[0, :, 0, 0], M)
qt = np.array([.1, .07, -.05])
for g in range(3):
    assert nrm(exactH(k0, qt)-U(k0+qt[0], g)@exact(k0, qt, g)[0, 0, 0]@U(k0, g).conj().T) < 1e-8
# direction jump of gS at small q
n1 = np.array([1, 0, 1])/np.sqrt(2); n2 = np.array([0., 1, 0])
rem = lambda q, fl: (exact(k0, q)-gL(pieces(q, 1.), k0, 0, fl))[0, 0, 0]
for (s, fl), ex in zip(S.items(), (-1, 0, 0, 0, 1)):
    J = [rem(q*n1, fl)-rem(q*n2, fl) for q in (.002, .001)]; e = np.log2(nrm(J[0])/nrm(J[1]))
    assert abs(e-ex) < .05; txt = ''
    if ex == 0:
        pd = omitted(n1, k0, 0, fl)-omitted(n2, k0, 0, fl)
        assert nrm(J[1]-pd) < .02*nrm(pd); txt = f', predicted {nrm(pd):.4f}'
    print(f'jump [101]-[010] q=0.001 1/A, {s}: {nrm(J[1]):.4g} eV/A, power {e:.3f}{txt}')
# real-space tails along z; tolerances cover (d/R)^2 terms and supercell images
N = 32; qb = [G0*np.fft.fftfreq(N)]*3; gb = exact(k0, qb); Pb = pieces(qb, 1.)
line = lambda fl: np.fft.fft((gb-gL(Pb, k0, 0, fl)).mean((0, 1)), axis=0)/N
par = lambda f, j, s: (f(j)+s*f(-j))/2
def rr(j):
    r = tau+np.array([0, 0, j*a]); return r/eps, np.sqrt(r*r@(1/eps)), e2/np.sqrt(eps.prod())
def tD(j): u, rho, c = rr(j); return c*(Z@u)/rho**3*I2
def tA(j):
    u, rho, c = rr(j); H = -np.diag(1/eps)/rho**3+3*np.outer(u, u)/rho**5
    return c*np.einsum('b,bc,cst->st', Z, H, Avec(k0, 0))
L0, L1, L2 = line(S['none']), line(S['D+Q']), line(S['D+Q+A'])
o = par(lambda j: L0[j], 6, -1); po = par(tD, 6, -1); assert nrm(o-po) < .12*nrm(po)
print(f'odd tail R=6a, none: {nrm(o):.4e}, -Z.grad phi {nrm(po):.4e} eV/A')
df = lambda f: par(f, 6, 1)-par(f, 12, 1)  # the difference removes the constant image offset
e1, e2t, pe = df(lambda j: L1[j]), df(lambda j: L2[j]), df(tA)
assert nrm(e1-pe) < .08*nrm(pe) and nrm(e2t) < .08*nrm(pe)
print(f'even tail 6a-12a: D+Q {nrm(e1):.4e}, predicted {nrm(pe):.4e}, D+Q+A {nrm(e2t):.2e} eV/A')
sl = np.log2(nrm(par(lambda j: L2[j], 5, -1))/nrm(par(lambda j: L2[j], 10, -1)))
assert abs(sl-4) < .3; print(f'D+Q+A odd tail decay power, 5a to 10a: {sl:.3f}')
# interpolation from a 7 x 7^3 grid
kg = G0*np.fft.fftfreq(7); qc = [kg]*3; Tc = exactT(qc)
gc = [np.array([exact(k, qc, g, Tc) for k in kg]) for g in range(3)]
Pc = {al: pieces(qc, al) for al in (.05, 1., 2.)}
wt = lambda x: np.exp(1j*a*np.outer(x-kg, np.arange(-3, 4))).sum(1)/7
def interp(k, q, g, fl, al=1.):
    gS = gc[g]-np.array([gL(Pc[al], kk, g, fl) for kk in kg])
    for x in (k, q[0], q[1], q[2]): gS = np.tensordot(wt(x), gS, 1)
    return gS+gL(pieces(q, al), k, g, fl)[0, 0, 0]
dirs = [np.array(v)/nrm(v) for v in ([1., 0, 0], [0, 1., 0], [0, 0, 1.], [1., 0, 1], [1., 1, -1])]
err = lambda q, g, fl: np.array([interp(k0, q*n, g, fl)-exact(k0, q*n, g)[0, 0, 0] for n in dirs])
F = S['D+Q+A']; r = nrm(err(.02, 0, F))/nrm(err(.01, 0, F)); assert 1.7 < r < 2.3
print(f'D+Q+A error ratio q=0.02/0.01: {r:.3f}')
for g in range(3):
    eA, eF = err(.005, g, S['D+Q']), err(.005, g, F)
    pd = -np.array([omitted(n, k0, g, S['D+Q']) for n in dirs])
    assert nrm(eA-pd) < .05*nrm(pd) and nrm(eF) < .05*nrm(eA)
    print(f'gauge {g} q=0.005 error norm: D+Q {nrm(eA):.4f} (pred {nrm(pd):.4f}), D+Q+A {nrm(eF):.4f} eV/A')
toH = lambda q, g, fl: U(k0+q[0], g)@interp(k0, q, g, fl)@U(k0, g).conj().T
for g in (1, 2):
    sp = [nrm(toH(.005*n1, g, fl)-toH(.005*n1, 0, fl)) for fl in (S['D+Q'], F)]
    assert sp[0] > 20*sp[1]
    print(f'gauge {g} vs 0, g^H change q=0.005[101]: D+Q {sp[0]:.4f}, D+Q+A {sp[1]:.4f} eV/A')
da = [nrm(interp(k0, qt, 0, F, al)-interp(k0, qt, 0, F)) for al in (2., .05)]
assert da[0] < 1e-4 and da[1] > 20*da[0]
print(f'q={qt} 1/A, change from alpha=1 A^-2: to 2 {da[0]:.1e}, to 0.05 {da[1]:.1e} eV/A')
# independent-particle response, two filled x bands: head q^2, wing q
def chi(q, g):
    t = 0; f = (np.arange(len(Gs)) < 2)*1.
    for k in G0*(np.arange(8)+.5)/8-G0/2:
        En, cn, _ = solve(0, k); Em, cm, _ = solve(0, k+q); fd = f[None, :]-f[:, None]
        Fm = fd/np.where(fd != 0, En[None, :]-Em[:, None], 1.)
        t = t+np.sum(Fm*shift(cm, cn, g).conj()*shift(cm, cn, 0))/(8*a)
    return abs(t)
ph, pw = [np.log2(chi(.02, g)/chi(.01, g)) for g in (0, 1)]
assert abs(ph-2) < .05 and abs(pw-1) < .05; print(f'response powers of q: head {ph:.3f}, wing {pw:.3f}')
# worked example, U from the interpolated Hamiltonian
Hc = np.array([U(k).conj().T@np.diag(solve(0, k)[0][:2])@U(k) for k in kg])
def Ui(k):
    E, v = np.linalg.eigh(np.tensordot(wt(k), Hc, 1))
    assert nrm(E-solve(0, k)[0][:2]) < 1e-3; return v.conj().T
mx = {s: max(nrm(x) for x in err(.05, 0, fl)) for s, fl in S.items()}
assert all(mx['D+Q+A'] < .25*v for s, v in mx.items() if s != 'D+Q+A')
qw = .05*n1; ref = abs(exactH(k0, qw))
print(f'example: |q|=0.05 1/A along [101], grid step {G0/7:.4f} 1/A, alpha=1 A^-2')
pr('exact |g11 g12 g21 g22|', ref.ravel(), 'eV/A')
for s, fl in S.items():
    gh = abs(Ui(k0+qw[0])@interp(k0, qw, 0, fl)@Ui(k0).conj().T)
    pr(f'{s} |g|', gh.ravel(), f'eV/A, worst error of 5 directions {mx[s]:.4f} eV/A')
assert nrm(gh-ref) < mx['D+Q+A']+1e-2
pr('omitted Q term [101]', omitted(n1, k0, 0, S['D+A'])[0, 0].real, 'eV/A')
pr('omitted A term [101]', omitted(n1, k0, 0, S['D+Q']), 'eV/A')
print(f'exact |g11| {ref[0,0]/au:.5f}, D+Q+A |g11| {gh[0,0]/au:.5f} Ha/bohr')
print(f"worst error D+Q {mx['D+Q']/au:.5f}, D+Q+A {mx['D+Q+A']/au:.5f} Ha/bohr")
print('PASS')
```

Printed output:

```
a 4.0 A, eps [4. 5. 6.], tau [ 0.3 -0.2  0.4] A, smearing 1.0 A, kx 0.2250 1/A
charges [ 2.  -1.5 -0.5] e/A at d [[0.9, 0.1, 0.5], [-0.1, 0.0, 0.0], [0.1, -0.6, -0.4]] A
wells x,y,z (depth eV, width A, centre A) [[(60.0, 0.35, -0.7), (54.0, 0.35, 1.1)], [(60.0, 0.4, 0.5)], [(60.0, 0.4, -0.6)]]
e^2 14.3996 eV A, 4 pi e^2/Omega 2.8274 eV/A^2, 1 Ha/bohr 51.422 eV/A
Z [1.9 0.5 1.2] e
Q [[ 1.6   0.21  0.92] [ 0.21 -0.16 -0.02] [ 0.92 -0.02  0.42]] e A
x levels at kx [-35.5202 -30.6461  -3.7212] eV
Ewald recip part alpha=1,2 A^-2; total [0.1895+0.1083j 0.2125+0.1131j 0.2277+0.1136j] 1/A
Ax projection gauge [[-0.6991+0.j      0.003 +0.0013j] [ 0.003 -0.0013j  1.0974+0.j    ]] A
Ay Az [ 0.5 -0.6] A
Ax gauge 1 [[-0.6031+0.j     -0.4041+0.7473j] [-0.4041-0.7473j  1.0013+0.j    ]] A
Ax gauge 2 [[-6.9910e-01+0.j      2.9000e-03-0.0015j] [ 2.9000e-03+0.0015j  5.0974e+00+0.j    ]] A
overlap residual q=0.02,0.01 1/A: UU+ 2.602e-02 1.301e-02; with A 2.939e-04 7.349e-05
jump [101]-[010] q=0.001 1/A, none: 1353 eV/A, power -1.000
jump [101]-[010] q=0.001 1/A, D: 1.894 eV/A, power -0.000, predicted 1.8943
jump [101]-[010] q=0.001 1/A, D+Q: 1.314 eV/A, power -0.000, predicted 1.3135
jump [101]-[010] q=0.001 1/A, D+A: 0.8357 eV/A, power 0.000, predicted 0.8357
jump [101]-[010] q=0.001 1/A, D+Q+A: 0.0008364 eV/A, power 1.000
odd tail R=6a, none: 9.1125e-03, -Z.grad phi 9.4779e-03 eV/A
even tail 6a-12a: D+Q 9.7830e-04, predicted 9.9429e-04, D+Q+A 1.06e-05 eV/A
D+Q+A odd tail decay power, 5a to 10a: 4.037
D+Q+A error ratio q=0.02/0.01: 1.986
gauge 0 q=0.005 error norm: D+Q 2.2489 (pred 2.2507), D+Q+A 0.0039 eV/A
gauge 1 q=0.005 error norm: D+Q 2.8275 (pred 2.8276), D+Q+A 0.0116 eV/A
gauge 2 q=0.005 error norm: D+Q 8.1681 (pred 8.1746), D+Q+A 0.0430 eV/A
gauge 1 vs 0, g^H change q=0.005[101]: D+Q 0.9283, D+Q+A 0.0052 eV/A
gauge 2 vs 0, g^H change q=0.005[101]: D+Q 3.5034, D+Q+A 0.0276 eV/A
q=[ 0.1   0.07 -0.05] 1/A, change from alpha=1 A^-2: to 2 9.6e-08, to 0.05 6.1e-02 eV/A
response powers of q: head 2.000, wing 1.004
example: |q|=0.05 1/A along [101], grid step 0.2244 1/A, alpha=1 A^-2
exact |g11 g12 g21 g22| [24.7835  0.3123  0.3047 24.729 ] eV/A
none |g| [2.133  0.1104 0.1098 2.0933] eV/A, worst error of 5 directions 34.9476 eV/A
D |g| [24.7041  0.1049  0.1114 24.7127] eV/A, worst error of 5 directions 1.6200 eV/A
D+Q |g| [24.7261  0.1074  0.109  24.7228] eV/A, worst error of 5 directions 1.6109 eV/A
D+A |g| [24.758   0.3115  0.3055 24.709 ] eV/A, worst error of 5 directions 0.7372 eV/A
D+Q+A |g| [24.8002  0.3146  0.3023 24.7124] eV/A, worst error of 5 directions 0.0269 eV/A
omitted Q term [101] 0.5457 eV/A
omitted A term [101] [[ 1.1387-0.j     -0.0026-0.0012j] [-0.0026+0.0012j -0.436 -0.j    ]] eV/A
exact |g11| 0.48196, D+Q+A |g11| 0.48229 Ha/bohr
worst error D+Q 0.03133, D+Q+A 0.00052 Ha/bohr
PASS
```
